Screw and Mixed Threading Dislocation Density from Rocking Curve Width

**Problem**

A c-plane wurtzite film has threading dislocations that run straight along the film normal z. Its symmetric (0002) rocking curve, recorded with a wide-open detector, is taken as Gaussian with a width of 300 arcsec. The lattice period along the normal is c = 0.5185 nm. A density is often estimated from such a width by

N = β² / (C b²),

where β is a width in radians, b a Burgers length and C a pure number.

(a) Model the film as blocks with independent Gaussian tilts. State which width β is, and find C and N. Identify the assumption that fixes C.

(b) Which threading dislocations does N count?

(c) Replace the blocks by screw dislocations at random positions. How does C change, and what does this do to N?

(d) Estimate the effect of an instrument width of 20 arcsec, a wafer curvature radius of 10 m with a beam footprint of 3 mm, and the finite width of the blocks. What limits the lowest density that can be measured?

**Solution**

**(a) The block model**

Let θ be the tilt of a block's basal planes in the scattering plane, with zero mean and standard deviation σ. The profile exp(−θ²/2σ²) falls to one half at θ = σ√(2 ln 2). We take β to be the full width at half maximum:

β = 2σ√(2 ln 2) = σ√(8 ln 2).

Two neighbouring blocks have tilts θ₁ and θ₂. If these are independent, their variances add, so θ₁ − θ₂ is Gaussian with standard deviation s = √2 σ. The mean absolute value of such a variable is

⟨|t|⟩ = 2 ∫₀^∞ t exp(−t²/2s²) dt / (s√(2π)) = 2s² / (s√(2π)) = s√(2/π).

The mean misorientation of neighbours is therefore

Δ = √2 σ √(2/π) = 2σ/√π.

Squaring, and using σ² = β²/(8 ln 2), gives

Δ² = 4σ²/π = β² / (2π ln 2).

Next we need the misorientation that dislocations produce. A screw dislocation along z displaces the lattice by

u_z = bφ/(2π),

where φ is the polar angle about the line. Put such lines in a wall along the x axis, which lies in the scattering plane, with spacing h. Follow a closed rectangular circuit: a length ℓ = nh in the +x direction below the wall, then up, back above the wall, and down. It encloses n lines, so u_z changes by nb. The two short sides cancel, because the field of a long wall repeats after each spacing h. With S the mean slope ∂u_z/∂x on each side,

(S_below − S_above) nh = nb, so S_below − S_above = b/h.

For small angles a slope is a tilt of the basal planes, so the wall separates regions misoriented by b/h. Adding the displacement fields of 40,001 lines numerically gives a slope difference of 0.99990 b/h between points at distances 3h on either side. The small deficit comes from the finite length of the wall.

One more relation is needed to obtain a density. Suppose that there is one dislocation per square cell of side L, so that N = 1/L², and that the typical misorientation between neighbours is one Burgers step per cell side:

Δ = b/L = b√N.

This is the closure of the model, and it is an assumption. It yields

N = Δ²/b² = β² / (2π ln 2 · b²), C = 2π ln 2 = 4.355.

Cut off after two decimals, this number is 4.35 (rounded, it is 4.36); using 4.35 changes N by only 0.1 percent. For the present film b = c, as part (b) explains, and

β = 300 arcsec = 1.4544×10⁻³ rad, β² = 2.115×10⁻⁶,

b² = (0.5185 nm)² = 0.2688 nm²,

N = 2.115×10⁻⁶ / (4.355 × 0.2688 nm²) = 1.81×10⁻⁶ nm⁻² = 1.8×10⁸ cm⁻².

The intermediate quantities are σ = 127 arcsec, Δ = 6.97×10⁻⁴ rad and L = b/Δ = 744 nm.

Two choices affect this density far more than the number of digits kept in C. First, if the quoted 300 arcsec were the standard deviation, β² would be larger by 8 ln 2 = 5.55, and N would be 1.0×10⁹ cm⁻². The words "Gaussian width" are therefore not enough.

Second, the closure counts one line per cell. A square cell has four sides, each shared with a neighbour, so two sides belong to it. A wall along x changes the slope along x, and a wall along y changes the slope along y. If both components are to have the misorientation b/L, each of the two sides needs a line, and the density becomes 2/L² = 3.6×10⁸ cm⁻².

The block picture also treats the blocks as free of stress, which a wall of parallel screws does not allow. The wall above leaves slopes ±b/(2h) on its two sides, and with them a shear stress ±μb/(2h), where μ is the shear modulus. The picture is a way of counting, and its prefactor should be read in that sense.

**(b) Which dislocations are counted**

The (0002) reflection has its scattering vector Q along z, so the displacement enters the diffracted phase as Q u_z.

Consider a pure edge dislocation, with its line along z and its Burgers vector in the basal plane. Far from the film surfaces its field does not depend on z. Reflection through the basal plane, z → −z, leaves the imposed in-plane displacement jump unchanged. It also leaves the elastic constants of a hexagonal crystal unchanged, if piezoelectric coupling is neglected. The field must then be its own mirror image. But the reflection reverses u_z, so

u_z(x, y) = −u_z(x, y) = 0.

In the interior, a pure edge line does not tilt the basal planes, and this scan does not register it. Near a free surface the stress relaxes and u_z need not vanish, which is a correction outside this model.

A mixed dislocation has Burgers vector c + a, with a in the basal plane. In linear elasticity the two parts superpose, and the part a gives no u_z. A mixed line thus acts on this reflection like a screw line with b = c.

The result of part (a) is therefore the density of screw and mixed threading lines together. The total threading density also contains the edge lines, whose number must come from a measurement sensitive to in-plane displacements.

**(c) Random screws instead of blocks**

Now drop the blocks. Let screw lines of random sign lie at independent random positions with mean density N, inside a disc of radius R. The disc is centred on the pair of points considered, and R stands for the distance beyond which lines no longer contribute. Screening by lines of opposite sign can set such a distance. The edge of a sample does so only roughly, because most pairs lie away from its centre.

*The rocking curve.* In kinematic diffraction the intensity is a sum over pairs of points. Integrating over all outgoing directions retains pairs separated by a vector along the outgoing beam. Let the length of this vector be t, so that its lateral part is x = t cos θ_B, with θ_B the Bragg angle. Turning the sample by ω changes the incident wave vector, of length K, by Kω at right angles to itself. Its component along the outgoing beam is Kω sin 2θ_B, so the pair acquires the phase

Kω t sin 2θ_B = (2K sin θ_B) ω (t cos θ_B) = Qωx.

Since u_z does not depend on z, the displacement difference depends on x alone. For a film thick enough to contain the relevant pairs,

I(ω) ∝ ∫ G(x) cos(Qωx) dx, G(x) = ⟨exp{iQ[u_z(x) − u_z(0)]}⟩.

*The phase from one line.* The (0002) planes have spacing c/2 = b/2, so Q = 2π/(b/2) = 4π/b. If the two points subtend an angle ψ at a dislocation, that line contributes the phase ±Qbψ/(2π) = ±2ψ. Averaging over its sign gives cos 2ψ.

*The average over positions.* Let A = πR². The number n of lines has a Poisson distribution with mean NA, and each line contributes the mean factor m = (1/A)∫cos 2ψ d²r. Hence

G = Σₙ e^(−NA) (NA)ⁿ mⁿ / n! = exp[−NA(1 − m)] = exp[−N ∫ (1 − cos 2ψ) d²r].

*The integral.* Write 1 − cos 2ψ = 2 sin²ψ. Centre the disc on one of the points, and let a line lie at distance r from it and r′ from the other. Twice the area of the triangle formed by the three points is both r r′ sin ψ and x r |sin φ|. So

sin²ψ = x² sin²φ / r′², r′² = r² + x² + 2rx cos φ,

with φ measured from the direction that gives this sign. Let M be the larger of r and x, and q < 1 the ratio of the smaller to the larger. Then r′² = M²(1 + q² + 2q cos φ), and

1/(1 + q² + 2q cos φ) = [1 + 2 Σₙ₌₁ (−q)ⁿ cos nφ] / (1 − q²).

Since sin²φ = (1 − cos 2φ)/2, the constant term and the term n = 2 survive the integration over a full turn:

∫ sin²φ dφ / r′² = (π − πq²) / [M²(1 − q²)] = π/M².

The radial integral splits at r = x:

∫ (1 − cos 2ψ) d²r = 2πx² [∫₀^x r dr/x² + ∫ₓ^R dr/r] = 2πx² [1/2 + ln(R/x)].

For x < R this gives

G(x) = exp{−2πN x² [ln(R/x) + 1/2]}.

A direct average over 20,000 random arrangements with R√N = 5 gives 0.752, 0.385 and 0.149 at x√N = 0.1, 0.2 and 0.3. The formula gives 0.758, 0.393 and 0.154. The standard errors of these three averages are about 0.0025, 0.004 and 0.005, so the deviations lie between one and about two and a half standard errors. The three deviations share the same arrangements and so are not independent.

*The width.* Measure length in units of N^(−1/2), with X = x√N. The phase Qωx becomes sX, with s = 4πω/(b√N). If the transform falls to half its peak at s = s_h, then β = 2ω_h = s_h b√N/(2π), and

β² = κ N b², κ = (s_h/2π)².

The number κ takes the place of C and depends on R√N.

A simple limit shows how. If the bracket in G varies slowly, replace it by a constant Λ. Then G is Gaussian, and so is its transform, exp[−(Qω)²/(8πNΛ)]. Its variance is

σ² = 4πNΛ/Q² = ΛN b²/(4π),

so κ ≈ 8 ln 2 · Λ/(4π) = (2 ln 2/π)Λ. In this approximation the block value 2π ln 2 corresponds to Λ = π² ≈ 9.9, a large value for a logarithm.

Numerical integration of the full G, followed by root finding for s_h, gives these results for β = 300 arcsec:

- R√N = 3: κ = 1.13, N = 6.9×10⁸ cm⁻²
- R√N = 10: κ = 1.77, N = 4.5×10⁸ cm⁻²
- R√N = 100: κ = 2.90, N = 2.7×10⁸ cm⁻²
- R√N = 1000: κ = 3.98, N = 2.0×10⁸ cm⁻²

From R√N = 100 to 1000, κ rises by 1.09. The explicit change ln 10 in Λ accounts for (2 ln 2/π) ln 10 = 1.02. Most of the rest arises because the range of x that matters shrinks as Λ^(−1/2), which raises the logarithm a little further.

The block prefactor is recovered at R√N ≈ 2200. At N = 1.8×10⁸ cm⁻² this means R ≈ 1.65 mm, so the positions and signs would have to be uncorrelated over millimetres. If screening is represented by a sharp cutoff at 3 to 10 mean spacings, the same measured width implies a density 3.8 to 2.5 times the block value. The peak width by itself cannot separate N from R, since it fixes the product κ(R√N)N.

**(d) Other broadenings and the lower limit**

Treat each extra contribution as if it were Gaussian and independent, so that squared widths add. Since N is proportional to β² in the block model, a contribution's share of β² is also its share of N.

*Instrument.* The share is (20/300)² = 0.44 percent.

*Curvature.* Across the footprint the surface normal turns by 3 mm/10 m = 3×10⁻⁴ rad = 62 arcsec. The share is 4.3 percent.

*Block width.* A perfect block of width L gives the profile (sin t/t)², with t = QωL/2. This reaches one half at t = 1.392. With plane spacing d = b/2 and Q = 2π/d, the full width is

4t/(QL) = 2 × 1.392 d/(πL) = 0.886 d/L.

For L = 744 nm and d = 0.259 nm this is 64 arcsec, a share of 4.5 percent if squared widths add. In the block model both this width and β are proportional to √N, so the share does not depend on density. It should not be subtracted in the random-screw model, where G already contains the loss of coherence.

Removing all three in this way leaves β = 286 arcsec and N = 1.6×10⁸ cm⁻², a reduction of 9 percent from the uncorrected block value.

Adding squared widths is only a rough rule here, because two of the profiles are not Gaussian. The profile (sin t/t)² has slow tails, and folding it with a Gaussian gives the block width a share of about 9 percent instead of 4.5. A uniformly curved film under an evenly lit footprint gives a flat-topped profile, with a share of about 2 percent instead of 4.3. With these shapes the total reduction is about 11 percent. Either total is small beside the factors of 2.5 to 3.8 found in part (c) for short screening lengths.

At low density the order of importance changes. The block-model density whose width equals the instrument width is

1.81×10⁸ cm⁻² × (20/300)² = 8×10⁵ cm⁻².

The curvature width corresponds to 0.0425 × 1.81×10⁸ cm⁻² ≈ 8×10⁶ cm⁻². With this footprint and radius, curvature therefore sets the practical limit. A narrower beam lowers it in proportion to the square of the footprint, until another width takes over: that of the instrument, the intrinsic width of the reflection or, in a film of about a micrometre or less, the width due to the finite film thickness.

**The real case**

The parameters resemble a gallium nitride film on sapphire, for which (0002) widths of a few hundred arcsec and threading densities from about 10⁸ to 10⁹ cm⁻² are rough typical values. Edge lines are often the majority in such films, so 1.8×10⁸ cm⁻² should not be reported as the total. Real lines are neither arranged one per cell nor wholly uncorrelated, and they may incline, react or end within the film. For the correlations, the range in part (c) indicates the possible shift: a factor of about 2.5 to 3.8 upward if screening acts like a sharp cutoff at 3 to 10 spacings. The lattice period matters far less. Because N varies as b⁻², a change of 0.1 percent in c alters N by 0.2 percent. A fair statement of the result is a screw and mixed density of a few times 10⁸ cm⁻², with 1.8×10⁸ cm⁻² as the value under the block convention. This holds provided the width comes from threading lines. Dislocations lying in the basal plane, such as misfit lines at the interface, can also tilt the planes and are outside both models.

Numerical values quoted here were computed with a short program.
